# Field-emission resonances in a vacuum gap and the work function

## Problem

A flat metal sample fills the half-space $z<0$ and a flat metal tip fills $z>d$. Between them is vacuum. The sample has work function $\phi$, the tip $\phi_t$. A bias $V$ raises the tip Fermi level by $eV$ above the sample Fermi level, with $e>0$, so electrons pass from tip to sample. Energies are measured from the sample Fermi level.

The vacuum level is $\phi$ at the sample surface and $eV+\phi_t$ at the tip. Without the image potential, the potential energy in the gap is therefore

$$U(z)=\phi+Fz,\qquad F=\frac{eV+\phi_t-\phi}{d}.$$

Here $F=e\mathcal E$ is the magnitude of the force on the electron and $\mathcal E$ that of the field. Inside the sample the potential energy is constant and lies $W>0$ below the vacuum level at its surface. The tip is also a free-electron metal, and all masses equal $m$.

Consider an electron at the tip Fermi level, $E=eV$, moving along the surface normal, with $eV>\phi$. It is above the vacuum level at the sample, but at the tip it lies $\phi_t$ below the vacuum level there. It must tunnel through a triangular barrier next to the tip before it can move freely towards the sample.

The bias is raised while the tip is withdrawn so that $F$ stays fixed. At which energies is the transmission probability largest, how do these energies depend on their number $n$ and on $F$, and how can $\phi$ be found from them?

For numbers take $\phi=4.5$ eV, $\phi_t=5$ eV, $W=12$ eV, a tip Fermi energy of 8 eV above the tip band bottom, and $F=3$ eV/nm, which is a field of 3 V/nm. These are round model values.

## First estimate by scaling

Between the surface and the classical turning point

$$z_t=\frac{E-\phi}{F}$$

the electron is in an allowed region. The sample surface reflects part of the wave and the sloping potential turns it back. Standing waves can form in this triangular well.

The natural length $\ell$ follows from setting the kinetic energy of confinement, $\hbar^2/2m\ell^2$, equal to the potential rise $F\ell$:

$$\ell=\left(\frac{\hbar^2}{2mF}\right)^{1/3},\qquad u=F\ell=\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}.$$

With $\hbar^2/2m=0.0381$ eV nm², $u=(0.0381\times 9)^{1/3}=0.700$ eV and $\ell=0.700/3=0.233$ nm. The energy $u$ sets the scale of the distances of the resonances from $\phi$.

For the dependence on $n$, ask that $n$ half-waves fit into the length $z_t$. As a crude choice, use the wave number at the surface, $k=\sqrt{2m(E-\phi)}/\hbar$, along the whole length:

$$k z_t=\frac{\sqrt{2m}\,(E-\phi)^{3/2}}{\hbar F}=\left(\frac{E-\phi}{u}\right)^{3/2}=n\pi .$$

The second equality uses $u^{3/2}=\hbar F/\sqrt{2m}$. Hence

$$E_n^{\rm est}=\phi+(\pi n)^{2/3}u,\qquad E_n^{\rm est}-\phi\;\propto\;n^{2/3}F^{2/3}.$$

The first level is estimated at $4.5+2.145\times0.700=6.00$ eV. The estimate does not settle the numerical factor, the offset of $n$, or whether the surface favours a node or an antinode.

## Exact solution in the gap

**The Airy equation.** The Schrödinger equation in the gap, $-(\hbar^2/2m)\psi''+(\phi+Fz)\psi=E\psi$, can be written

$$\psi''=\frac{2mF}{\hbar^2}(z-z_t)\psi=\frac{z-z_t}{\ell^3}\,\psi .$$

With $x=(z-z_t)/\ell$ each derivative in $z$ gives a factor $1/\ell$, so

$$\frac{d^2\psi}{dx^2}=x\psi,\qquad \psi=\alpha\,\mathrm{Ai}(x)+\beta\,\mathrm{Bi}(x).$$

For $x>0$, under the barrier, $\mathrm{Ai}$ decays and $\mathrm{Bi}$ grows towards the tip. For $x<0$ both oscillate. The two ends of the gap are at

$$x(0)=-\frac{z_t}{\ell}=-\zeta,\quad \zeta=\frac{E-\phi}{u},\qquad x_d=\frac{d-z_t}{\ell}=\frac{\phi_t}{u}.$$

The last form follows from $d-z_t=[(eV+\phi_t-\phi)-(eV-\phi)]/F=\phi_t/F$. At fixed $F$ the barrier met by an electron at the tip Fermi level is therefore the same at every bias. Only the well grows.

**Matching at the sample.** The transmitted electron moves towards negative $z$, so the wave in the sample is $e^{-iqz}$, with

$$q^2=\frac{2m(E-\phi+W)}{\hbar^2}.$$

Let $Q=q\ell$. Since $2m\ell^2/\hbar^2=1/(F\ell)=1/u$,

$$Q^2=\zeta+\frac Wu .$$

Continuity at $z=0$ requires $\psi=1$ and $d\psi/dx=-iQ$ at $x=-\zeta$. To isolate $\beta$, form $\mathrm{Ai}\,d\psi/dx-\mathrm{Ai}'\,\psi$. The terms in $\alpha$ cancel, and the Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$ leaves $\beta/\pi$. Hence

$$\beta=-\pi\left[\mathrm{Ai}'(-\zeta)+iQ\,\mathrm{Ai}(-\zeta)\right],$$

$$|\beta|^2=\pi^2\left[Q^2\mathrm{Ai}^2(-\zeta)+\mathrm{Ai}'^2(-\zeta)\right].$$

**Matching at the tip.** For $z>d$ write $\psi=Ae^{-ip(z-d)}+Re^{ip(z-d)}$, where $A$ belongs to the incident wave and $p$ is the normal wave number in the tip. At $z=d$, $\psi=A+R$ and $i\psi'/p=A-R$. Adding gives $A=\tfrac12(\psi+i\psi'/p)$. The transmission probability is the ratio of transmitted to incident flux:

$$T=\frac{q}{p\,|A|^2}=\frac{4qp}{|p\psi(d)+i\psi'(d)|^2}.$$

For $x_d\gg1$ the decaying part may be dropped at the tip, because $\mathrm{Ai}(x_d)/\mathrm{Bi}(x_d)\approx\tfrac12e^{-\frac43x_d^{3/2}}$. Here $x_d=5/0.700=7.14$, the exponent is about $-25.5$, and the ratio is about $4\times10^{-12}$. Then $\psi(d)=\beta\,\mathrm{Bi}(x_d)$ and $\psi'(d)=\beta\,\mathrm{Bi}'(x_d)/\ell$. With $P=p\ell$, multiplying numerator and denominator by $\ell^2$ gives $T=BS$, where

$$B=\frac{4P}{\pi\left[P^2\mathrm{Bi}^2(x_d)+\mathrm{Bi}'^2(x_d)\right]},$$

$$S=\frac{Q}{\pi\left[Q^2\mathrm{Ai}^2(-\zeta)+\mathrm{Ai}'^2(-\zeta)\right]} .$$

The factor $B$ contains the tunnelling and is independent of bias at fixed $F$. Its value here is $1.7\times10^{-11}$. All structure in the bias comes from $S$.

## Where the transmission peaks

Let $a(\zeta)=\mathrm{Ai}(-\zeta)$, so that $a''=-\zeta a$, and let $D=Q^2a^2+a'^2$ be the bracket in $S$. Because $dQ^2/d\zeta=1$,

$$D'=a^2+2Q^2aa'+2a'a''=a^2+2aa'(Q^2-\zeta)=a^2+\frac{2W}{u}\,aa'.$$

This vanishes wherever $a=0$. Differentiating once more,

$$D''=2aa'+\frac{2W}{u}\left(a'^2+aa''\right)\;\longrightarrow\;\frac{2W}{u}a'^2>0\quad\text{at }a=0.$$

The zeros of $\mathrm{Ai}$ are thus minima of $D$. Call them $-a_n$, with $a_1<a_2<\dots$.

The sign of $W$ decides this. A wave coming from vacuum with local wave number $k$ onto a step to $q$ has reflection amplitude $r$ fixed by $1+r=t$ and $k(1-r)=qt$, so $r=(k-q)/(k+q)$. Since the electron speeds up on entering the metal, $q>k$ and $r$ is negative. The reflected wave opposes the incident one at the surface, as at a hard wall, although the reflection is only partial.

The numerator $Q$ of $S$ rises slowly with energy and moves the peak a little. At the maximum of $\ln S$,

$$\frac{Q'}{Q}=\frac{D'}{D}.$$

The left side is $1/2Q^2$. At a small distance $\delta$ above $a_n$ the right side is $D''\delta/D=(2W/u)\delta$ to first order, as $D=a'^2$ at the zero. Therefore $\delta=u/(4WQ^2)$, and with $Q^2=(E-\phi+W)/u$ the shift in energy is

$$\delta E_n=u\,\delta=\frac{u^3}{4W(E_n-\phi+W)} .$$

For $n=1$ this is $0.343/(48\times13.64)$ eV, or 0.5 meV, which is negligible beside $u$. The peaks are at

$$E_n=\phi+a_nu+\delta E_n\simeq\phi+a_n\left(\frac{\hbar^2F^2}{2m}\right)^{1/3}.$$

**The quarter.** The zeros follow from the integral

$$\mathrm{Ai}(-\zeta)=\frac1\pi\int_0^\infty\cos\left(\frac{t^3}{3}-\zeta t\right)dt .$$

For large $\zeta$ the main contribution comes from the stationary point $t=\sqrt\zeta$. There the phase is $-\tfrac23\zeta^{3/2}$ and its second derivative is $2\sqrt\zeta$. The Gaussian integral around it supplies a factor $\sqrt{2\pi/(2\sqrt\zeta)}$ and a phase $+\pi/4$:

$$\mathrm{Ai}(-\zeta)\approx\frac{\cos(\frac23\zeta^{3/2}-\frac\pi4)}{\sqrt\pi\,\zeta^{1/4}}=\frac{\sin\theta}{\sqrt\pi\,\zeta^{1/4}},\qquad\theta=\tfrac23\zeta^{3/2}+\tfrac\pi4 .$$

Zeros occur at $\theta=n\pi$. Positive $\zeta$ needs $n\ge1$, so

$$a_n\approx\left[\frac{3\pi}{2}\left(n-\frac14\right)\right]^{2/3}.$$

With $u^{3/2}=\hbar F/\sqrt{2m}$, the resonance law becomes

$$E_n\approx\phi+C\left(n-\frac14\right)^{2/3},\qquad C=\left(\frac{3\pi\hbar F}{2\sqrt{2m}}\right)^{2/3}.$$

The scaling with $F^{2/3}$ belongs to the distance $E_n-\phi$, not to $E_n$ itself. A plot of $E_n$ against $(n-\frac14)^{2/3}$ has intercept $\phi$, and its slope gives the force.

**Peak height and constant current.** To leading order $a'\approx\pi^{-1/2}\zeta^{1/4}\cos\theta$. Inserting $a$ and $a'$ into $S$, with $k=\sqrt\zeta/\ell$, gives

$$S\approx\frac{qk}{q^2\sin^2\theta+k^2\cos^2\theta}.$$

It varies between $k/q$ and $q/k$. The contrast fades as the energy rises, because $q/k$ tends to 1. With $q/k$ held fixed, the average over $\theta$ follows from $t=\tan\theta$:

$$\frac1\pi\int_0^\pi S\,d\theta=\frac{qk}{\pi}\int_{-\infty}^{\infty}\frac{dt}{q^2t^2+k^2}=1 .$$

The mean transmission at fixed $F$ thus does not drift with bias, which is why a constant-current feedback keeps $F$ roughly constant. The resonances still disturb it. The leading exponent of $B$ is $-\frac43x_d^{3/2}=-25.5$ and varies as $1/F$, so a relative change $\Delta F/F$ changes $\ln B$ by about $25.5\,\Delta F/F$. If $T$ itself were held constant, a peak with $S=2.86$ would be offset by lowering $F$ by about $\ln(2.86)/25.5$, or 4%.

## Comparison of estimate and solution

The resonance energies were also obtained without Airy functions. The gap was divided into 2000 slices of constant potential, the wave was carried from sample to tip, and the maxima of $T$ were located on a fine energy grid. The table gives these peaks, the asymptotic law, and the scaling estimate, in eV.

| $n$ | $a_n$ | peak of $T$ | $(n-\frac14)^{2/3}$ law | estimate |
|---|---|---|---|---|
| 1 | 2.338 | 6.137 | 6.124 | 6.00 |
| 2 | 4.088 | 7.362 | 7.357 | 6.88 |
| 3 | 5.521 | 8.365 | 8.362 | 7.62 |
| 4 | 6.787 | 9.251 | 9.249 | 8.28 |
| 5 | 7.944 | 10.061 | 10.059 | 8.89 |
| 6 | 9.023 | 10.816 | 10.814 | 9.46 |

For $n=1$ the Airy formula gives $4.5+2.338\times0.700=6.137$ eV. The gap is then $(6.137+5-4.5)/3=2.21$ nm wide, and at $n=6$ it is 3.77 nm. The peak value of $S$ falls from 2.86 to 1.70, close to the corresponding $q/k$ of 2.89 and 1.70.

The estimate has the right powers but puts $E_n-\phi$ too low, by 8% at $n=1$ and 22% at $n=6$. Two simplifications cause this. First, the wave number falls to zero at the turning point. Its integral is

$$\int_0^{z_t}\frac{\sqrt{2mF(z_t-z)}}{\hbar}\,dz=\frac23kz_t,$$

so the factor $\frac23$ was missing. Second, the soft turning point replaces $n$ by $n-\frac14$. Together these multiply the estimated distance by $[\frac32(1-\frac1{4n})]^{2/3}$, which is 1.08 at $n=1$ and 1.27 at $n=6$. The two corrections oppose each other, which is why the estimate does best for the lowest level.

The power of $F$ is correct in both treatments. Repeating the slice calculation at $F=1.5$ eV/nm gives distances $E_n-\phi$ that are smaller by a factor 1.588 for $n=1$; the law requires $2^{2/3}=1.587$.

## Extracting the work function

Treat the six computed peaks as data. A least-squares line against $(n-\frac14)^{2/3}$ has slope $C=1.963$ eV and intercept 4.514 eV. The true value in the model is 4.500 eV. Solving the expression for $C$ for the force gives

$$F=\frac{2C^{3/2}}{3\pi\sqrt{\hbar^2/2m}}=\frac{2\times2.750}{9.425\times0.1952}\approx2.99\ \text{eV/nm}.$$

The excess of 14 meV in $\phi$ comes mainly from the asymptotic form of $a_n$, which is 0.8% too small at $n=1$. With the true zeros $a_n$ as abscissa the intercept is 4.501 eV.

The offset $\frac14$ matters much more. The abscissa $n^{2/3}$ runs from 1 to 3.302 for $n=1$ to 6. A line through the first and last peaks then has slope $(10.816-6.137)/2.302=2.033$ eV and intercept $6.137-2.033=4.10$ eV, which is 0.4 eV too low.

**If the gap is held fixed instead.** The force then grows with bias. The condition $\mathrm{Ai}(-\zeta)=0$ still holds for the standing waves, but each has its own force:

$$E_n=\phi+a_n\left(\frac{\hbar^2F_n^2}{2m}\right)^{1/3},\qquad F_n=\frac{E_n+\phi_t-\phi}{d}.$$

Solving this numerically for $d=2.5$ nm gives $E_1=5.99$ eV and $E_6=14.55$ eV. The force rises from $(5.985+0.5)/2.5=2.59$ to 6.02 eV/nm. A line fitted to all six levels against $(n-\frac14)^{2/3}$ has intercept 2.50 eV, wrong by 2 eV. Using $[F_n(n-\frac14)]^{2/3}$ as abscissa restores 4.51 eV, provided the forces $F_n$ are known. These numbers are for the standing-wave levels, not for the maxima of $T$. At fixed gap the factor $B$ is no longer constant but grows steeply with bias, which pushes the maxima above the levels, here by about 0.09 eV at $n=1$ and 0.18 eV at $n=6$. The same corrected fit to the maxima gives about 4.58 eV.

**If conductance peaks are used.** An experiment measures current, to which electrons below the tip Fermi level also contribute. Let $s$ be the depth of the normal energy, $E=eV-s$. The transverse energy may then take any value up to $s$, which allows $ms/\pi\hbar^2$ transverse states per area, including spin. Each carries a flux $T\,ds/2\pi\hbar$, so the current density at zero temperature is

$$J=\frac{em}{2\pi^2\hbar^3}\int_0^{s_c} s\,T(eV-s)\,ds ,$$

where the cutoff $s_c$ lies deep enough that the electrons below it contribute negligibly.

For these electrons the barrier height at the tip is $\phi_t+s$, so their contribution falls quickly with $s$. An electron at depth $s$ meets the resonance when $eV=E_n+s$, which pushes structure in $J$ upwards in bias. Taking the derivative also moves the maxima, so the net shift has to be computed.

The integral was evaluated numerically with $s_c=2$ eV, where the tunnelling factor at $F=3$ eV/nm has fallen by about seven orders of magnitude from its value at $s=0$. The derivative $dJ/dV$ was taken at momentarily fixed gap, with the gap chosen at each bias so that $F=3$ eV/nm. The conductance peaks lie 0.059 eV above the transmission peak at $n=1$ and 0.053 eV above it at $n=6$. A nearly constant shift passes into the intercept: the same fit now gives 4.57 eV, about 0.07 eV above the true $\phi$. This holds for exactly fixed $F$. If the gap is instead adjusted to keep $J$ constant, at a value for which $F$ stays near 3 eV/nm, the force swings between about 2.9 and 3.1 eV/nm. The conductance peaks then lie below the transmission peaks, at 6.08 eV for $n=1$ and 10.81 eV for $n=6$, and the intercept is 4.45 eV, about 0.05 eV below the true $\phi$. Even the sign of this error depends on how the gap is controlled.

## Limits of the model

The image potential is attractive and, for a given reflection phase at the surface, would lower each level. The image potential also rounds the surface step, which changes the strength and phase of the reflection, so the peaks of $T$ need not simply move down. It is strongest near the surfaces, while the $n$th standing wave extends over a length of about $a_n\ell$. The lowest resonances, which have the largest share of their density near the sample, are therefore the least suitable for the straight-line fit. The higher ones are not free of it, because the term falls off only as $1/z$. For the sample alone it is $-e^2/16\pi\varepsilon_0z=-0.36\ \text{eV nm}/z$, which is 1.5 eV in magnitude at $z=\ell$, larger than $u$, and still 0.17 eV at the turning point $a_6\ell=2.1$ nm of the sixth level. The error it causes in the intercept must be expected to exceed the 0.014 and 0.07 eV found above, which hold only for the model without image potential. As an illustration, add the sample term in the form $-0.36\ \text{eV nm}/(z+z_0)$. With $z_0=0.1$ nm the peaks fall by 1.0 eV at $n=1$ and 0.36 eV at $n=6$, and the intercept is 1.1 eV too low, still about 0.8 eV when only $n=3$ to 6 are fitted. With $z_0=0.05$ nm the lowest maximum of $T$ lies at 6.64 eV, and counting it as $n=1$ makes the intercept 0.5 eV too high. For a real surface the plain intercept is therefore only a rough estimate of $\phi$.

The number $\frac14$ also assumes the reflection phase $\pi$ of the abrupt step. In general, a standing wave requires the round-trip phase to be a multiple of $2\pi$. The path contributes $\frac43\zeta^{3/2}$, the turning point $-\pi/2$ and the surface $\pi+\eta$, where $\eta$ is the departure from the step model. The condition becomes

$$\tfrac23\zeta^{3/2}=\pi\left(n-\frac14-\frac{\eta}{2\pi}\right).$$

A crystal whose band structure makes $\eta$ vary with energy thus bends the plot, and the intercept is then no longer $\phi$ alone. The formula also requires $x_d=\phi_t/u\gg1$: in a field so strong that the tip barrier is no longer opaque, the factorization $T=BS$ fails. Finally, the gap is taken as planar and the field as uniform. At $F=3$ eV/nm the model passes only about $4\times10^{-17}$ A/nm², too little to measure over the area of a nanometre-sized tip. A real tip is curved, the field is stronger at its apex than near the sample, and the force read from the slope is then an effective value.
